\section*{First-order quantum charge response in Schrödinger–Poisson calculations at fixed Fermi level}

\section{Charge response to a change of potential}

A Schrödinger--Poisson calculation needs a rule for correcting the potential when charge and potential do not yet agree. One can use a local estimate of how the electron density responds, which puts a diagonal matrix into the Poisson equation, or the full derivative of the density, which puts a dense matrix there. The decision affects the number of iterations. It matters more when the response itself is wanted, because the local estimate can have the right total charge and the wrong distribution.

\subsection{Model and subband occupation}

Electrons fill a film $0<x<L$ between hard walls. They belong to ladders (valleys), each with a confinement mass $m_z$, an in-plane mass $m_d$ and a degeneracy $g$. The masses do not depend on position, and the ladders are not coupled. Atomic units are used in the algebra. $U(x)$ is the potential energy of an electron, and in each ladder
\begin{equation}
H\psi_i=\Big[-\frac{1}{2m_z}\frac{d^2}{dx^2}+U(x)\Big]\psi_i=E_i\psi_i ,\qquad \psi_i(0)=\psi_i(L)=0 .
\label{eq:se}
\end{equation}
The $\psi_i$ are real and orthonormal. Two solutions of equal energy that both vanish at $x=0$ are proportional, so the levels of one ladder are not degenerate.

With constant masses the in-plane motion only adds $k^2/2m_d$ to the energy and leaves $\psi_i$ unchanged. Let $f(E)=[1+e^{(E-\mu)/kT}]^{-1}$, where $kT$ is the thermal energy. Including two spins, and setting $\varepsilon=k^2/2m_d$, so that $k\,dk=m_d\,d\varepsilon$, the number of electrons per area in a subband is
\begin{align}
N(E)&=2g\int\!\frac{d^2k}{(2\pi)^2}\,f\Big(E+\frac{k^2}{2m_d}\Big)
=\frac{g m_d}{\pi}\int_0^\infty\! f(E+\varepsilon)\,d\varepsilon \nonumber\\
&=\frac{g m_d kT}{\pi}\ln\!\big(1+e^{(\mu-E)/kT}\big).
\label{eq:N}
\end{align}
The last step uses the antiderivative $-kT\ln(1+e^{(\mu-E-\varepsilon)/kT})$ of $f(E+\varepsilon)$. Differentiation gives
\begin{equation}
N'(E)=-\frac{g m_d}{\pi}f(E)<0 .
\label{eq:Np}
\end{equation}
With $N_i=N(E_i)$, the density is
\begin{equation}
n(x)=\sum_i N_i\,\psi_i(x)^2 ,
\label{eq:n}
\end{equation}
where a sum over ladders is understood here and below.

\subsection{The first-order response}

Let $U$ change to $U+v$ at fixed $\mu$ and $T$, and write $v_{ij}=\int\psi_i v\psi_j\,dx$. The first-order part of \eqref{eq:se} is
\begin{equation}
(H-E_i)\,\delta\psi_i=(\delta E_i-v)\,\psi_i .
\label{eq:first}
\end{equation}
Expand $\delta\psi_i=\sum_j a_{ji}\psi_j$. Projection of \eqref{eq:first} on $\psi_i$ makes the left side vanish, so $\delta E_i=v_{ii}$. Projection on $\psi_j$ with $j\ne i$ gives $(E_j-E_i)a_{ji}=-v_{ji}$. Normalization requires $2\int\psi_i\delta\psi_i\,dx=2a_{ii}=0$. Hence
\begin{equation}
\delta E_i=v_{ii},\qquad \delta\psi_i=\sum_{j\neq i}\frac{v_{ji}}{E_i-E_j}\,\psi_j .
\label{eq:pt}
\end{equation}
Since $\mu$ is fixed, $N_i$ changes through $E_i$ alone. Variation of \eqref{eq:n} gives
\begin{align}
\delta n&=\sum_i N'(E_i)\,\delta E_i\,\psi_i^2+2\sum_i N_i\psi_i\,\delta\psi_i \nonumber\\
&=\sum_i N'(E_i)\,v_{ii}\,\psi_i^2+2\sum_{i\neq j}\frac{N_i}{E_i-E_j}\,v_{ij}\,\psi_i\psi_j .
\label{eq:two}
\end{align}
In the last sum $v_{ij}\psi_i\psi_j$ is symmetric in $i$ and $j$. Twice the sum therefore equals the sum plus its copy with the labels exchanged, and
\[
\frac{N_i}{E_i-E_j}+\frac{N_j}{E_j-E_i}=\frac{N_i-N_j}{E_i-E_j}.
\]
The factor 2 is used up in this step. The result is
\begin{equation}
\delta n(x)=\sum_{ij}D_{ij}v_{ij}\psi_i(x)\psi_j(x),\quad
D_{ii}=N'(E_i),\quad D_{ij}=\frac{N_i-N_j}{E_i-E_j}\ (i\ne j).
\label{eq:main}
\end{equation}
Equivalently $\delta n(x)=\int\chi(x,x')v(x')\,dx'$, with
\begin{equation}
\chi(x,x')=\sum_{ij}D_{ij}\,\psi_i(x)\psi_j(x)\,\psi_i(x')\psi_j(x').
\label{eq:chi}
\end{equation}
The terms $i=j$ are the occupation part: subbands fill or empty with their shapes fixed. The terms $i\ne j$ are the polarization part: the wavefunctions deform with their occupations fixed. An empty state has no density of its own, but it enters as the partner of an occupied one and cannot be dropped.

Equation \eqref{eq:main} is the exact derivative of the density of this model. It is not the exact change for finite $v$, whose remainder is of second order. Also, $v$ is the change of the total potential, including whatever the displaced electrons add to it.

\subsection{Checks and a different constraint}

Integrating \eqref{eq:main} over $x$ and using orthonormality leaves
\begin{equation}
\int\delta n\,dx=\sum_i N'(E_i)\,v_{ii},
\label{eq:sheet}
\end{equation}
so polarization moves charge without adding any. For a constant $v=c$, $v_{ij}=c\,\delta_{ij}$ and the polarization part vanishes. Because $N$ depends on $\mu-E$,
\begin{equation}
\delta n=c\sum_iN'(E_i)\psi_i^2=-c\,\frac{\partial n}{\partial\mu},
\label{eq:const}
\end{equation}
as it must be, since raising all energies is equivalent to lowering the Fermi level. In a symmetric well every $\psi_i^2$ is even about the centre. An odd $v$ then has $v_{ii}=0$, and the response is pure polarization.

If the film is isolated, its electron number is fixed instead of $\mu$. The Fermi level then shifts by $\delta\mu$, which adds $\delta\mu\,\partial n/\partial\mu$ to \eqref{eq:main}. Zero total change requires, by \eqref{eq:sheet} and \eqref{eq:const},
\[
\delta\mu=\frac{\sum_iN'(E_i)v_{ii}}{\sum_iN'(E_i)} .
\]

\subsection{Nearly degenerate levels}

The coefficients in \eqref{eq:pt} are large when $|v_{ij}|$ exceeds $|E_i-E_j|$, and perturbation theory for the individual states fails. The density is less sensitive. Take a close pair with mean energy $\bar E$, far from all other levels. In the basis of the two unperturbed states the Hamiltonian is the matrix $\bar E+A$, where $A$ contains half the splitting, with opposite signs, on the diagonal, plus the matrix $v_{ab}$. If its eigenvectors have components $c_{a\alpha}$ and its eigenvalues are $E_\alpha$, the pair contributes
\begin{equation}
\sum_\alpha N(E_\alpha)\Big(\sum_a c_{a\alpha}\psi_a\Big)^2=\sum_{ab}\big[N(\bar E+A)\big]_{ab}\psi_a\psi_b ,
\end{equation}
\begin{equation}
N(\bar E+A)=N(\bar E)+N'(\bar E)A+\tfrac12N''(\bar E)A^2+\dots
\label{eq:pair}
\end{equation}
The linear term changes by $N'(\bar E)v_{ab}$, which is \eqref{eq:main} with $D_{ab}\to N'$, however strongly the two states mix. From \eqref{eq:Np}, $|N''/N'|=(1-f)/kT\le1/kT$. It therefore suffices that $v$ and the splitting be small against $kT$, and $v$ small against the gaps to the other levels.

A symmetric double well tests this: a 70 Å film at 300 K with a 1 eV barrier across the middle 20 Å and well bottoms 0.1 eV below $\mu$, on a grid of spacing 0.5 Å. For $m_z=0.9$ its lowest splitting is $3.36\times10^{-6}$ eV, a value for this grid, on which the edge points belong to the wells and the barrier acts about 19.5 Å wide (a sharp 20 Å barrier gives $2.7\times10^{-6}$ eV), and an odd potential change has a matrix element 90.6 times larger, or $3.0\times10^{-4}$ eV. This is about 1\,\% of $kT=0.02585$ eV. Half the difference between the densities at $U+v$ and $U-v$ agrees with \eqref{eq:main} to $1.5\times10^{-6}$ of the largest response. That difference removes remainders of even order, so the figure measures the odd ones.

As $T\to0$ the range of validity closes for a level near $\mu$: $N'$ tends to a step there, and at $T=0$ the density has no derivative when a level lies at the Fermi level.

\subsection{Sign of the response and uniqueness}

The off-diagonal coefficient is a mean slope,
\begin{equation}
D_{ij}=\int_0^1N'\big(E_j+s(E_i-E_j)\big)\,ds<0 .
\label{eq:mean}
\end{equation}
Therefore
\begin{equation}
\int\!\!\int v(x)\chi(x,x')v(x')\,dx\,dx'=\sum_{ij}D_{ij}v_{ij}^2\le0 .
\label{eq:neg}
\end{equation}

For an undoped film of dielectric constant $\kappa$, the electrostatic potential $\phi=-U$ obeys $\phi''=-(4\pi/\kappa)(-n)$. Thus $U''=-(4\pi/\kappa)n$, or
\begin{equation}
F[U]\equiv-\frac{\kappa}{4\pi}U''-n[U]=0 .
\label{eq:F}
\end{equation}
Its derivative is
\begin{equation}
J=-\frac{\kappa}{4\pi}\frac{d^2}{dx^2}-\chi .
\label{eq:J}
\end{equation}
With $U$ fixed at both surfaces, allowed changes vanish there. Integration by parts makes the first term of $\int vJv\,dx$ equal to $(\kappa/4\pi)\int v'^2dx>0$, and by \eqref{eq:neg} the second is not negative. $J$ is thus positive definite for every $U$. If $U_1$ and $U_2=U_1+w$ both solved \eqref{eq:F}, then
\[
0=\int w\,(F[U_2]-F[U_1])\,dx=\int_0^1\!ds\int w\,J[U_1+sw]\,w\,dx ,
\]
which forces $w=0$. Within this Hartree model, without exchange and correlation, the solution is unique.

\subsection{The local approximation}

Replace the mean slope \eqref{eq:mean} by the average of its end values, $\tfrac12[N'(E_i)+N'(E_j)]$. The two halves contribute equally to \eqref{eq:chi}, and completeness, $\sum_j\psi_j(x)\psi_j(x')=\delta(x-x')$, gives
\begin{align}
\chi_{\rm loc}(x,x')&=\sum_iN'(E_i)\psi_i(x)\psi_i(x')\,\delta(x-x'),\nonumber\\
\delta n_{\rm loc}(x)&=v(x)\sum_iN'(E_i)\psi_i(x)^2 .
\label{eq:loc}
\end{align}
Its integral is again \eqref{eq:sheet}. The local form has the exact first-order sheet charge for any $v$, so agreement in that quantity says nothing about the distribution.

The replacement is good when $v$ couples levels whose spacing is small against $kT$. The non-degenerate limit shows how it fails. There $N\propto e^{-E/kT}$ and $N'=-N/kT$. With $u=(E_j-E_i)/2kT$ and $\bar N=\sqrt{N_iN_j}$, one has $N_i=\bar Ne^{u}$ and $N_j=\bar Ne^{-u}$, so
\begin{equation}
\frac{D_{ij}}{\frac12[N'(E_i)+N'(E_j)]}
=\frac{-2\bar N\sinh u/(2kTu)}{-\bar N\cosh u/kT}=\frac{\tanh u}{u}.
\label{eq:tanh}
\end{equation}
In this limit the ratio is close to 1 for small $u$ and falls as $1/u$ for widely spaced levels, whose coupling the local form overestimates. When a level lies below $\mu$, \eqref{eq:tanh} does not apply, and the ratio can stay near 1 or exceed it: for levels at $\mu-5kT$ and $\mu$, \eqref{eq:mean} gives 1.16, an underestimate by the local form.

\subsection{Convergence of the two iterations}

Let $e$ be the error of $U$. Near the solution $F=Je+O(e^2)$. The Newton step $-J^{-1}F$ removes the linear term and leaves an error of order $e^2$. Using $J_{\rm loc}$, which is \eqref{eq:J} with $\chi_{\rm loc}$, leaves
\begin{equation}
e_{\rm new}=(1-J_{\rm loc}^{-1}J)\,e+O(e^2).
\label{eq:iter}
\end{equation}
Since $N'$ is monotonic, its mean between two levels obeys $|D_{ij}|\le\max(|N'(E_i)|,|N'(E_j)|)\le|N'(E_i)|+|N'(E_j)|$. Multiplying by $v_{ij}^2$ and summing shows that the quadratic form of $-\chi$ is at most twice that of $-\chi_{\rm loc}$. The derivative term in $2J_{\rm loc}-J$ is positive, so $0<J<2J_{\rm loc}$. The eigenvalues of
\begin{equation}
Ju=\lambda J_{\rm loc}u,\qquad \lambda=\frac{\int uJu\,dx}{\int uJ_{\rm loc}u\,dx},
\label{eq:lam}
\end{equation}
then lie between 0 and 2. On a finite grid, $\rho=\max|1-\lambda|<1$, and the undamped local iteration converges once it is close enough to the solution. The eigenvectors can be chosen orthogonal with weight $J_{\rm loc}$. In the norm $(\int eJ_{\rm loc}e\,dx)^{1/2}$ each step therefore shrinks at least by the factor $\rho$, up to nonlinear terms.

\subsection{A film with two ladders}

Take $L=70$ Å, $\kappa=12$, $T=300$ K, $\mu=0$, and surface potentials $-0.25$ and $0.05$ eV. Ladder A has $g=2$, $m_z=0.9$, $m_d=0.2$; ladder B has $g=4$, $m_z=0.2$, $m_d=0.4$. These are round model parameters. The field at $x=0$ comes out near 1.6 MV/cm, of the size met in strong inversion layers. The self-consistent sheet density is $1.073\times10^{-3}$ Å$^{-2}$, or $1.073\times10^{13}$ cm$^{-2}$. The lowest subband, A1, lies at $-0.0347$ eV and holds $6.805/10.73=63\,\%$ of it.

Now add a Gaussian $v$ of height 0.001 eV, centred at 15 Å with standard deviation 5 Å. The density changes, in $10^{-9}$ Å$^{-3}$, are:

\begin{center}
\begin{tabular}{rrrrr}
$x$ (Å) & occupation & polarization & total & local\\
5 & $-348.1$ & $70.6$ & $-277.5$ & $-90.7$\\
15 & $-475.5$ & $-139.0$ & $-614.5$ & $-965.5$\\
30 & $-117.9$ & $27.9$ & $-90.0$ & $-4.6$\\
40 & $-61.0$ & $33.7$ & $-27.3$ & $0.0$
\end{tabular}
\end{center}

The repulsive bump raises the levels, and subbands empty over their whole width, even at 40 Å where $v$ is negligible. Polarization moves charge from the bump to both sides. At 15 Å the sum is $-475.5-139.0=-614.5$. Diagonalization with displaced potentials reproduces the total to $10^{-7}$ of its largest value. The sheet change is $-1.129\times10^{-5}$ Å$^{-2}$, about 1\,\% of the sheet density, and is the same for the local form, as \eqref{eq:sheet} requires. The local distribution is nevertheless wrong by up to 52\,\% of the largest response. At 15 Å it is too large by the factor $965.5/614.5=1.57$.

The pair B1, B2 illustrates the overestimate. It supplies only about a tenth of the local error at 15 Å; the rest is spread over many pairs, mostly more widely spaced ones such as A1 with A5 and A6. The levels are 0.0431 and 0.1558 eV, with $N=2.992\times10^{-4}$ and $0.042\times10^{-4}$ Å$^{-2}$, so
\[
D_{12}=-\frac{2.950\times10^{-4}}{0.1127}=-2.62\times10^{-3}\ \text{Å}^{-2}\,\text{eV}^{-1}.
\]
From \eqref{eq:N} and \eqref{eq:Np}, $N'=-Nf/[kT\ln(1+e^{-E/kT})]$ at $\mu=0$. For B1, $f=0.159$ and the logarithm is 0.173, giving $N'=-1.06\times10^{-2}$ in the same unit; for B2 it is $-0.02\times10^{-2}$. Their average is $-5.4\times10^{-3}$, twice $D_{12}$. The ratio 0.49 is near the non-degenerate value 0.45 that \eqref{eq:tanh} gives for $u=0.1127/0.0517=2.18$.

Empty states matter as stated. If four states per ladder are kept, those left out lie above A3 and B3, so each holds less than $1.8\times10^{-5}$ Å$^{-2}$ in ladder A and less than $3\times10^{-9}$ Å$^{-2}$ in ladder B. Yet leaving them out causes an error of 12\,\% of the largest response; with eight states kept it is 0.5\,\%. These percentages belong to the model: the eighth levels lie near 0.5 eV (A) and 2.5 eV (B), where constant masses, uncoupled ladders and hard walls no longer describe a real semiconductor. The nonlinear remainder, relative to the largest linear response, is 0.5\,\% for a height of 0.001 eV and 9.6\,\% for 0.020 eV, nearly proportional to the height, as a second-order term must be. Halving the grid spacing of 0.5 Å changes $\delta n$ by $10^{-4}$ of its largest value.

Starting from a straight-line potential and stopping when the largest change of $U$ is below $10^{-10}$ eV, the Newton iteration takes 7 steps and the local one 13, with no step shortened. Successive Newton steps of $2.4\times10^{-3}$, $4.5\times10^{-5}$ and $1.5\times10^{-8}$ eV have ratios $4.5\times10^{-5}/(2.4\times10^{-3})^2=7.8$ and $1.5\times10^{-8}/(4.5\times10^{-5})^2=7.4$ eV$^{-1}$, similar values, consistent with quadratic convergence. For the local iteration the smallest $\lambda$ is 0.8584, which predicts $\rho=0.1416$; the last two steps shrink by 0.1374, within the bound.

For reaching self-consistency in this film, the local matrix is thus a sound choice: it costs six more steps at this tolerance, and fewer at a looser one, but needs no sum over pairs of states. Which route takes less time depends on the cost of a step, which was not measured. For the spatial distribution of the response, the full expression \eqref{eq:main} is needed. The numerical output lists further levels and positions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film 70 A, spacing 0.50 A, kappa 12
T 300 K, kT 0.02585 eV, mu 0 eV
surface U: -0.25, 0.05 eV
ladder A: g 2, m_z 0.9, m_d 0.2 (electron masses)
 A1: E -0.0347 eV, N 6.805e-04 A^-2, <x> 12.39 A
 A2: E 0.0452 eV, N 6.923e-05 A^-2, <x> 32.61 A
 A3: E 0.0823 eV, N 1.757e-05 A^-2, <x> 40.84 A
ladder B: g 4, m_z 0.2, m_d 0.4 (electron masses)
 B1: E 0.0431 eV, N 2.992e-04 A^-2, <x> 26.54 A
 B2: E 0.1558 eV, N 4.171e-06 A^-2, <x> 37.62 A
 B3: E 0.3429 eV, N 2.995e-09 A^-2, <x> 36.35 A
sheet density 1.0730e-03 A^-2 = 1.073e+13 cm^-2
sheet density, half spacing 1.0728e-03 A^-2
max U 0.0500 eV at 69.5 A
Gaussian change: 0.001 eV, centre 15 A, std dev 5 A
x (A); delta n in 1e-9 A^-3: occ, pol, total, displaced, local
    5  -348.099    70.551  -277.548  -277.548   -90.698
   10  -607.702   -41.367  -649.070  -649.070  -710.825
   15  -475.513  -139.016  -614.529  -614.529  -965.490
   20  -288.087   -64.037  -352.124  -352.124  -416.474
   30  -117.926    27.942   -89.984   -89.984    -4.596
   40   -60.983    33.663   -27.321   -27.321    -0.001
sheet change, occupation -1.1294e-05 A^-2
sheet change, total -1.1294e-05 A^-2
sheet change, local -1.1294e-05 A^-2
formula vs displaced, max relative error 1.0e-07
local vs exact, max relative error 0.518
half spacing, relative change of delta n 9.8e-05
lowest 2 states per ladder: relative error 1.5e-01
lowest 4 states per ladder: relative error 1.2e-01
lowest 8 states per ladder: relative error 5.1e-03
lowest 16 states per ladder: relative error 5.3e-05
lowest 32 states per ladder: relative error 8.7e-07
height 0.001 eV: remainder/linear 0.0050
height 0.005 eV: remainder/linear 0.0246
height 0.020 eV: remainder/linear 0.0960
order of remainder 1.999
double well: splitting 3.36e-06 eV
 first-order mixing 90.6, response error 1.5e-06
lambda from 0.8584 to 1.0000
local factor: predicted 0.1416, observed 0.1374
steps: exact 7, local 13
step halvings: exact 0, local 0
exact, last 4 steps (eV): 2.4e-03 4.5e-05 1.5e-08 4.1e-15
local, last 4 steps (eV): 1.2e-08 1.6e-09 2.1e-10 2.9e-11
\end{verbatim}
